# Square-root law for methyl radicals in metal-organic pyrolysis, part 2

A metal trimethyl, $\mathrm{M(CH_3)_3}$, breaks apart in a hot, uniform gas at one temperature and releases methyl radicals, which recombine to ethane. The question is how the methyl concentration $R$ depends on the precursor concentration $P$, both in mol/m³. An inert carrier gas in large excess fixes the total density, so that changing $P$ leaves the rate constants unchanged.

Fission, or initiation, has $k_iP$ events per volume and time, with $k_i$ in 1/s, and promptly releases $\nu$ methyls per event. Recombination has $k_rR^2$ events per volume and time, each removing two methyls. With recombination as the one loss,

$$
\frac{dR}{dt}=\nu k_iP-2k_rR^2 .
$$

The steady concentration $R_s$ and the relaxation time $\tau$, which is also the mean life of a methyl in the steady state, are

$$
\boxed{R_s=\sqrt{\frac{\nu k_iP}{2k_r}}}
$$

$$
\tau=\frac{1}{2k_rR_s}=\frac{1}{\sqrt{2\nu k_rk_iP}} .
$$

From $R=0$ at held $P$, the initial rise is $R(t)=R_s\tanh(t/\tau)$.

Without a feed, $P$ decays at the relative rate $k_i$ and $R_s$ at half that rate. The methyl lags behind. Writing $R=R_s(1+\eta)$ with $|\eta|\ll1$, the methyl balance gives to leading order

$$
\eta=\frac{k_i}{8k_rR_s}=\frac{k_i\tau}{4}.
$$

The fragment $\mathrm{M(CH_3)_2}$ releases its second methyl with constant $k_f$ or recaptures a methyl with constant $k_b$, restoring the precursor. Recapture is negligible, and $\nu=2$, when $k_bR/k_f\ll1$.

The example is a generic trimethyl at $T=800$ K and precursor partial pressure 10 Pa, with $\nu=2$, $k_r=2.0\times10^7$ m³/(mol s), $k_f=1.0\times10^6$ 1/s and $k_b=2.0\times10^7$ m³/(mol s). A prefactor of $10^{15}$ 1/s and an activation energy of 250 kJ/mol give $k_i=4.753\times10^{-2}$ 1/s.

## Competing losses and the meaning of a measured order

The symbols carried over are these. The precursor and methyl concentrations are $P$ and $R$; $k_i$ is the initiation constant, $\nu$ the number of methyls promptly released per initiation, and $k_r$ the recombination constant, with two methyls lost per event. When recombination is the one loss,

$$
R_s=\sqrt{\frac{\nu k_iP}{2k_r}},\qquad
\tau=\frac1{2k_rR_s},\qquad
\nu k_iP=\frac{R_s}{\tau}.
$$

The example has $T=800$ K, $\nu=2$, $k_i=4.753\times10^{-2}$ 1/s and $k_r=2.0\times10^7$ m³/(mol s). At a precursor pressure of 10 Pa, $P=1.503\times10^{-3}$ mol/m³, $R_s=1.89\times10^{-6}$ mol/m³ and $\tau=13.2$ ms.

Suppose now that a methyl can also be lost singly, at the rate $k_lR$. Such a term can describe flushing from a well-stirred reactor, capture by a scavenger in excess, or capture at a wall when mixing keeps the gas uniform. Reaction with a hydrogen carrier gas also belongs here if the hydrogen atom it makes neither goes on to release another methyl nor reacts with one. The steady balance is

$$
2k_rR^2+k_lR=\nu k_iP .
$$

The positive root of this quadratic is

$$
R=\frac{-k_l+\sqrt{k_l^2+8\nu k_rk_iP}}{4k_r}.
$$

Multiplying numerator and denominator by $k_l+\sqrt{k_l^2+8\nu k_rk_iP}$ leaves $8\nu k_rk_iP$ in the numerator, so that

$$
R=\frac{2\nu k_iP}{k_l+\sqrt{k_l^2+8\nu k_rk_iP}} .
$$

This form shows both limits. For small $k_l$ the denominator is $\sqrt{8\nu k_rk_iP}$ and $R$ returns to $R_s$. For large $k_l$ it is $2k_l$, and $R=\nu k_iP/k_l$ is linear in $P$.

Between the limits no single power holds. The useful quantity is the local order

$$
n=\frac{d\ln R}{d\ln P},
$$

the slope of a double-logarithmic plot at one point. Differentiate the balance with respect to $\ln P$ and use $dR/d\ln P=nR$:

$$
(4k_rR+k_l)nR=\nu k_iP=2k_rR^2+k_lR .
$$

Division by $2k_rR^2$ gives

$$
n=\frac{1+\rho}{2+\rho},\qquad \rho=\frac{k_l}{2k_rR}.
$$

Here $\rho$ is the number of radicals lost singly for each radical lost by recombination. The order rises from $1/2$ to $1$ as $\rho$ grows.

For $k_l=10$ 1/s at 10 Pa, the root is $R=1.769\times10^{-6}$ mol/m³, about 6 percent below $R_s$. Then

$$
\rho=\frac{10}{2(2.0\times10^7)(1.769\times10^{-6})}=0.141,
\qquad
n=\frac{1.141}{2.141}=0.533 .
$$

Raising $k_l$ to 100 1/s gives $\rho=2.46$ and $n=0.776$; at $10^4$ 1/s the order is 0.9999. In each case the slope found by finite differences from numerical roots agrees with the formula.

The single loss matters most at low precursor concentration, where radicals seldom meet. The two losses are equal when $R=k_l/(2k_r)$. Each is then $k_l^2/(2k_r)$, so their sum equals the source at

$$
P_l=\frac{k_l^2}{\nu k_rk_i}.
$$

At this concentration $\rho=1$ and $n=2/3$. For $k_l=10$ 1/s it corresponds to about 0.35 Pa in the example. Well above $P_l$ recombination controls the loss; well below it the methyl concentration is linear in $P$.

A methyl can also attack the precursor and take a hydrogen atom from it:

$$
\mathrm{CH_3}+\mathrm{M(CH_3)_3}\rightarrow\mathrm{CH_4}+X .
$$

Let the event rate be $k_aPR$. The result depends on what the radical $X$ does next. If it ends in products without releasing a methyl or reacting with one, the attack is a loss whose strength grows with $P$. At held $P$,

$$
2k_rR^2+k_aPR=\nu k_iP .
$$

The root is the one found above with $k_l$ replaced by $k_aP$. The order is different, however, because this coefficient itself changes with $P$. Differentiation gives

$$
(4k_rR+k_aP)nR+k_aPR=\nu k_iP .
$$

Move the second term to the right. By the balance, $\nu k_iP-k_aPR=2k_rR^2$, and hence

$$
n=\frac{2k_rR^2}{4k_rR^2+k_aPR}
=\frac1{2+\sigma},\qquad
\sigma=\frac{k_aP}{2k_rR}.
$$

This order falls from $1/2$ towards zero. When attack dominates, the source and the loss are both proportional to $P$, which cancels:

$$
R\rightarrow\frac{\nu k_i}{k_a}.
$$

Take $k_a=1.0\times10^4$ m³/(mol s). At 10 Pa, $R=1.71\times10^{-6}$ mol/m³, $\sigma=0.22$ and $n=0.45$. At 1000 Pa, $R=7.86\times10^{-6}$ mol/m³, $\sigma=4.8$ and $n=0.15$. The ceiling is $9.51\times10^{-6}$ mol/m³, so the methyl concentration at 1000 Pa has reached 83 percent of it. These orders too agree with finite differences of the numerical roots.

Equal losses by attack and recombination require $R=k_aP/(2k_r)$. The sum of the losses is then $k_a^2P^2/k_r$, and equating it to $\nu k_iP$ gives the concentration

$$
P_a=\frac{\nu k_rk_i}{k_a^2},
$$

about 126 Pa in the example. Attack therefore spoils the square root at high $P$, whereas a first-order loss spoils it at low $P$.

With both losses present, the balance is

$$
2k_rR^2+(k_l+k_aP)R=\nu k_iP .
$$

Differentiating as before, and using the balance to remove the source, gives

$$
\begin{aligned}
(4k_rR+k_l+k_aP)nR&=\nu k_iP-k_aPR\\
&=2k_rR^2+k_lR,
\end{aligned}
$$

$$
n=\frac{1+\rho}{2+\rho+\sigma}.
$$

A broad square-root range exists if $P_l\ll P\ll P_a$ can be satisfied. Inserting the two crossover concentrations into $P_l\ll P_a$ and taking the positive square root gives the condition

$$
k_lk_a\ll\nu k_rk_i .
$$

For $k_l=10$ 1/s and the value of $k_a$ above, the left side is about 5 percent of the right side, and the crossovers lie at roughly 0.35 and 126 Pa. The order changes gradually between them: it is 0.66 at the lower crossover, 0.53 at 3 Pa, 0.48 at 10 Pa and 0.34 at the upper crossover. The range in which the order is close to $1/2$ is thus much narrower than the distance between the crossovers.

The combined formula also limits what one measured slope can prove. Setting $n=1/2$ gives $2+2\rho=2+\rho+\sigma$, or $\rho=\sigma$, which means $k_l=k_aP$. This can happen even when both ratios are large and recombination hardly matters. In that case $R\simeq\nu k_iP/(k_l+k_aP)$, a curve that passes from linear to constant and has slope $1/2$ at one point on the way. A slope that stays near $1/2$ over several decades is much stronger evidence of pairwise loss than a single local value. It still does not identify every step, since any source of first order in the precursor, balanced by any loss of second order in the radical concentration whose coefficient does not depend on $P$, gives the same power.

The attack has a different effect if $X$ promptly releases one methyl. Let $X$ also stand for the concentration of this radical and let $k_X$ be its release constant. Then

$$
\begin{aligned}
\frac{dX}{dt}&=k_aPR-k_XX,\\
\frac{dR}{dt}&=\nu k_iP-2k_rR^2-k_aPR+k_XX .
\end{aligned}
$$

In the steady state the first equation gives $k_XX=k_aPR$. The last two terms of the second equation cancel, and $R=R_s$ again. The attack uses one methyl and returns one; it turns over precursor without changing the number of radicals.

This was tested by integrating $X$ explicitly, together with fission and recapture, with $k_X=1.0\times10^6$ 1/s. The final concentration at 10 Pa is $1.8902\times10^{-6}$ mol/m³, the same to the digits given as without attack.

Although the methyl concentration is unchanged, the precursor is consumed faster. With recapture neglected, the consumption rate per volume is

$$
W=k_iP+k_aPR_s=k_iP(1+\chi),\qquad
\chi=\frac{k_aR_s}{k_i}.
$$

The first part is of order one in $P$. The second is of order $3/2$, since $R_s\propto P^{1/2}$. The order of the sum is the average of the two orders, weighted by the two rates:

$$
\frac{d\ln W}{d\ln P}
=\frac{k_iP+\tfrac32k_aPR_s}{k_iP+k_aPR_s}
=\frac{1+\tfrac32\chi}{1+\chi}.
$$

In the example

$$
\chi=\frac{(1.0\times10^4)(1.890\times10^{-6})}{4.753\times10^{-2}}=0.398,
$$

and the order is $1.597/1.398=1.142$. The slope obtained from the integrated mechanism is also 1.142. The precursor disappears about 40 percent faster than by initiation alone. If its early decay, before much precursor is consumed, were fitted with a first-order constant at this pressure, the result would be close to $k_i(1+\chi)$, not $k_i$. Since $\chi\propto P^{1/2}$, that apparent constant would rise with precursor pressure.

Faster consumption also affects the lag of the radicals in a gas without feed. The relative decay rate of $P$ is now $k_i(1+\chi)$, so $R_s$ falls at half that relative rate. The leading-order argument used for simple depletion then gives a relative excess

$$
\eta=\frac{k_i(1+\chi)\tau}{4}
=\frac{k_i\tau}{4}+\frac{k_a}{8k_r},
$$

where the last term follows from $k_i\chi\tau=k_aR_s/(2k_rR_s)$. A small relative excess therefore requires $k_a\ll k_r$ as well as $k_i\tau\ll1$. In the example $k_a/(8k_r)$ is about $6\times10^{-5}$.

The gaseous products offer a check that does not depend on the methyl source. If ethane comes from recombination and methane from attack on the precursor, with no other sources, their formation rates per volume are $w_E=k_rR^2$ and $w_M=k_aPR$. Eliminating $R=\sqrt{w_E/k_r}$ gives

$$
\frac{w_M}{P\sqrt{w_E}}=\frac{k_a}{\sqrt{k_r}} .
$$

At fixed temperature and total density this ratio should stay constant when $P$ changes. No steady state was assumed, so the relation also holds during the initial rise. A drift in the ratio would show that at least one of the assumptions fails, for example because methane or ethane has another source or because the gas is not uniform.

Changes in the rate constants can alter the order too. If $k_i$ and $k_r$ vary with $P$ because the total density is not held fixed, the logarithmic derivative of $R_s$ is

$$
n=\frac12\left(1+\frac{d\ln k_i}{d\ln P}-\frac{d\ln k_r}{d\ln P}\right).
$$

If, for instance, the precursor supplies the energizing collisions and these limit the fission, then $k_i\propto P$. With $k_r$ constant, the methyl concentration becomes linear in $P$ although radicals still vanish in pairs. A fixed excess of carrier gas removes this ambiguity.

Finally, the concentration in the law is that of the molecules which undergo the fission. This matters when the precursor forms an adduct with a Lewis base $L$. Suppose that association is fast and reversible, with adduct concentration $KPL$, where $L$ also denotes the concentration of free base and $K$ is the equilibrium constant in m³/mol. Suppose further that the adduct releases no methyl and the base does not react with methyl. The total precursor concentration is

$$
C=P+KPL=P(1+KL).
$$

If an excess of base holds $L$ fixed, $P$ is proportional to $C$, and

$$
R_s=\sqrt{\frac{\nu k_iC}{2k_r(1+KL)}} .
$$

The order in $C$ remains $1/2$, but the methyl concentration is lowered by the factor $(1+KL)^{-1/2}$.

If the precursor is instead supplied as the one-to-one adduct, and little of it has decomposed, dissociation makes equal amounts of free precursor and free base. Then $L=P$ and $C=P+KP^2$. Differentiation gives

$$
\frac{d\ln C}{d\ln P}=\frac{1+2KP}{1+KP},
\qquad
\frac{d\ln R_s}{d\ln C}=\frac12\,\frac{1+KP}{1+2KP}.
$$

For weak association, $KP\ll1$, the order is $1/2$. For strong association, $KP\gg1$, most of the material is bound, $P\simeq\sqrt{C/K}$, and the order in the supplied concentration is $1/4$. The radicals still follow the square root of the free precursor; the second square root comes from the dissociation of the adduct. The numerical output below collects the values for the steady state, the rise, the lag in simple decay, the first-order loss and the two kinds of attack; the other cases were evaluated separately from the equations given.

## Calculated quantities

```
temperature = 800 K
precursor partial pressure = 10 Pa
fission prefactor = 1.0e+15 1/s
fission activation energy = 250 kJ/mol
k_r = 2.0e+07 m^3/(mol s), k_b = 2.0e+07 m^3/(mol s)
k_f = 1.0e+06 1/s, methyls per fission nu = 2
k_i = 4.7533e-02 1/s
precursor concentration P = 1.5034e-03 mol/m^3
steady methyl R_s (formula) = 1.8903e-06 mol/m^3
steady methyl R_s (formula) = 1.1383e+18 1/m^3
R_s/P = 1.257e-03
recapture ratio k_b R_s/k_f = 3.78e-05
precursor pressure (Pa), methyl integrated, formula (mol/m^3):
       0.1  1.8902e-07  1.8903e-07
       1.0  5.9775e-07  5.9775e-07
      10.0  1.8902e-06  1.8903e-06
     100.0  5.9771e-06  5.9775e-06
    1000.0  1.8899e-05  1.8903e-05
fitted order of R in P = 0.49998
relaxation time tau = 13.226 ms
R/R_s at t = tau: integrated 0.7616, tanh(1) = 0.7616
time to 99 percent of R_s = 35.00 ms
precursor lifetime 1/k_i = 21.04 s
k_i tau at start = 6.287e-04
relative excess of R after one lifetime: integrated 2.5909e-04, k_i tau/4 = 2.5912e-04
first-order loss k_l (1/s), R (mol/m^3), rho, order numeric, formula:
        10  1.7694e-06  0.1413  0.5330  0.5330
       100  1.0162e-06  2.46  0.7758  0.7758
     10000  1.4291e-08  1.749e+04  0.9999  0.9999
attack constant k_a = 1.0e+04 m^3/(mol s)
radical-ending attack: pressure (Pa), R (mol/m^3), sigma, order numeric, formula:
        10  1.7116e-06  0.2196  0.4505  0.4505
      1000  7.8620e-06  4.7806  0.1475  0.1475
ceiling nu k_i/k_a = 9.5066e-06 mol/m^3
radical-returning attack: R = 1.8902e-06 mol/m^3
chain to fission consumption ratio chi = 0.3977
order of precursor consumption: integrated 1.1423, formula 1.1423
```
